Why resonance Raman favours displaced totally symmetric modes and their overtones

Suppose a laser is tuned close to an electronic absorption band, that the transition dipole does not depend on the nuclear positions, and that we estimate Raman scattering by giving all the vibrational levels v of the excited state one common energy denominator D. The amplitude for ending in vibrational state f is then

Σ_v ⟨f|v⟩⟨v|0⟩ / D = ⟨f|0⟩ / D = 0 for f ≠ 0,

because the levels v form a complete set. The estimate predicts no Raman lines at all, however small D becomes. With such a dipole, Raman scattering therefore comes from the differences between the denominators. These differences are the energy-domain record of nuclear motion in the excited state, and following that motion in time shows which modes appear and why their overtones grow.

**The amplitude as a time integral**

Take one nondegenerate resonant electronic state and a transition dipole that does not depend on the nuclear positions (the Condon approximation). The molecule starts in its vibrational ground state |0⟩, with zero-point energy ε₀. Set ħ = 1 and measure energies in cm⁻¹. Second-order perturbation theory, with absorption before emission, gives an amplitude proportional to

A_f = Σ_v ⟨f|v⟩⟨v|0⟩ / (E_v − ε₀ − ω_L − iΓ).

Here ω_L is the laser frequency and Γ the decay rate of the excited amplitude. The constant dipole factors are left out. So are other electronic states and the antiresonant term, in which emission comes first. At a fixed laser frequency and intensity, the scattered photon rate is proportional to ω_s³|A_f|², where ω_s is the scattered frequency: the squared field of one photon gives one power of ω_s and the density of field modes gives two. "Intensity" below means |A_f|².

Each denominator is a time integral. With x = ω_L + ε₀ − E_v,

i ∫₀^∞ dt e^{ixt − Γt} = i/(Γ − ix) = 1/(−x − iΓ).

Summing over v turns the factors e^{−iE_v t} into the evolution operator of the excited-state Hamiltonian H_e:

A_f = i ∫₀^∞ dt e^{i(ω_L+ε₀)t − Γt} ⟨f|e^{−iH_e t}|0⟩.

This is Heller's form. The ground-state packet is placed on the excited surface, moves there, and is compared at each moment with the final state f. At t = 0 the overlap with any f ≠ 0 is zero, so a Raman line needs motion.

**The overlap for a displaced oscillator**

For one mode let q = (a + a†)/√2, and let the excited potential be

V_e = T + ½ω(q − Δ)²,

with the same frequency ω as in the ground state and the sign of q chosen so that Δ ≥ 0. The lowering operator of the displaced well is b = a − √S, with S = Δ²/2.

Since a|0⟩ = 0, we have b|0⟩ = −√S|0⟩. The packet is thus a coherent state of the displaced well, with weights e^{−S}S^m/m! on its levels m. Level m acquires the phase e^{−imωt}, so at time t the packet is an eigenvector of b with eigenvalue −√S e^{−iωt}. Adding √S gives its eigenvalue under a:

α(t) = √S (1 − e^{−iωt}).

Taking ⟨n|a|packet⟩ in two ways gives √(n+1)⟨n+1|packet⟩ = α⟨n|packet⟩, and repeated use of this relation leads from ⟨0| to ⟨n|. The overlap with n = 0 is the weighted sum of phases,

e^{−S} Σ_m S^m e^{−imωt}/m! = exp[−S(1 − e^{−iωt})].

Hence

⟨n|e^{−iH_e t}|0⟩ = e^{−i(T+ω/2)t} exp[−S(1 − e^{−iωt})] αⁿ/√(n!).

For several modes the vibrational factors multiply, T enters once, and the zero-point phases cancel against ε₀. If Δ = 0, then α = 0 and the mode produces no line.

**Why the modes are totally symmetric**

At a symmetric ground-state geometry, the energy of a nondegenerate electronic state is unchanged by every symmetry operation of the molecule. Its linear term in the coordinates must therefore equal its own average over all the operations. The average of a coordinate that is not totally symmetric is zero, so such a coordinate has no slope. A totally symmetric coordinate may have one, though symmetry does not fix its size.

Water gives a concrete case. At a bond length of 0.96 Å and an angle of 104.5°, configuration interaction singles in the 6-31G basis gives a lowest singlet excitation energy of 9.4 eV. Its slope, from central differences, is −11.6 eV/Å when both bonds lengthen equally and 0.000 eV/Å when one lengthens as the other shortens. This level of theory treats correlation poorly and has no diffuse functions, and the values are far from converged: in the aug-cc-pVDZ basis the same method gives about 8.7 eV and −7.0 eV/Å, and EOM-CCSD gives about 7.4 eV and −6.7 eV/Å. The numbers serve only to show the symmetry contrast; the zero slope is fixed by symmetry at any level.

An undisplaced mode whose frequency changes from ω_g to ω_e is not wholly silent. Its Hamiltonian is even in q, so the packet can reach even n but not n = 1. The potential difference ½(ω_e²/ω_g − ω_g)q², with ⟨2|q²|0⟩ = 1/√2, couples |0⟩ to |2⟩ with strength

κ = (ω_e² − ω_g²)/(2√2 ω_g).

**The short-time limit: slope, not displacement**

For ωt ≪ 1, 1 − e^{−iωt} ≈ iωt + ω²t²/2. Define for mode j

σ_j = √S_j ω_j = ω_jΔ_j/√2 and σ² = Σ_j σ_j².

Then α_j ≈ iσ_j t, and the exponents add up to −iΣS_jω_j t − σ²t²/2. The first part moves the reference energy from T to the vertical energy T + ΣS_jω_j. Let δ be the laser frequency minus this vertical energy. For n quanta in mode j,

A_n ≈ i (iσ_j)ⁿ/√(n!) ∫₀^∞ dt tⁿ e^{iδt − Γt − σ²t²/2}.

The slope of the excited potential at q = 0 is V′ = −ω_jΔ_j, so α_j ≈ −iV′t/√2. An imaginary α is a momentum: the force −V′ has pushed the packet but not yet moved it appreciably. For n = 1 the integral is the same for every mode, so fundamental intensities are in the ratio of σ_j², that is, of the squared slopes.

**Why resonance favours overtones**

Off resonance, the phase e^{iδt} cancels contributions from times much longer than 1/|δ|. When |δ| is much larger than σ, Γ and ω_j, repeated integration by parts expands the integral in powers of 1/δ, with coefficients set by the behaviour of the overlap at t = 0. The first nonzero coefficient comes from tⁿ, and ∫₀^∞ tⁿe^{iδt}dt, with vanishing damping, has magnitude n!/|δ|^{n+1}. Therefore

|A_n| → √(n!) σ_jⁿ/|δ|^{n+1}, I₂/I₁ → 2σ_j²/δ².

At δ = 0 the phase no longer limits the time; the packet's departure does, after about 1/σ. If Γ ≪ σ, the integrals of t and t² against e^{−σ²t²/2} are 1/σ² and √(π/2)/σ³. This gives

|A₁| = σ_j/σ², |A₂| = √π σ_j²/(2σ³), I₂/I₁ = (π/4)(σ_j/σ)².

This limit also needs ω_j ≪ σ, and enough damping that the packet does not return to its starting place. Dividing the resonant intensities by the far-detuned ones gives the enhancements

fundamental: (δ/σ)⁴
first overtone: (π/8)(δ/σ)⁶.

Each extra quantum brings another factor of t, so the overtone gains more when the available time grows from 1/|δ| to 1/σ.

The same effect can be seen in frequency. Let F(ω_L) be the Rayleigh amplitude, n = 0. A factor e^{−iωt} in the integral shifts ω_L to ω_L − ω, so the factors of 1 − e^{−iωt} produce differences:

A₁ = √S [F(ω_L) − F(ω_L − ω)]
A₂ = (S/√2)[F(ω_L) − 2F(ω_L − ω) + F(ω_L − 2ω)].

Far from the band F is smooth and its second difference is small. Within the band F changes rapidly. These relations do not use the short-time approximation.

**Two modes with numbers**

Take T = 30000 cm⁻¹, Γ = 300 cm⁻¹ and two modes:

a: ω = 400 cm⁻¹, Δ = 3.0, S = 4.50, σ_a = 848.5 cm⁻¹
b: ω = 1000 cm⁻¹, Δ = 1.8, S = 1.62, σ_b = 1272.8 cm⁻¹

The vertical energy is 30000 + 4.50×400 + 1.62×1000 = 33420 cm⁻¹, and σ = √(848.5² + 1272.8²) = 1530 cm⁻¹. The packet leaves in 1/σ = 3.5 fs. At δ = −6000 cm⁻¹ the time scale 1/|δ| is 0.9 fs. Numerical quadrature of the full time integral gives these intensities, relative to the fundamental of b at the same laser frequency:

line: resonance; δ = −6000 cm⁻¹
a, n = 1: 0.443; 0.549
a, n = 2: 0.098; 0.024
b, n = 2: 0.479; 0.065
b, n = 3: 0.254; 0.005

Mode a is displaced further, but b has the steeper slope and the stronger fundamental. The slope rule gives I_b/I_a = (1800/1200)² = 2.25, and the full result at resonance is 2.26. Agreement this close is special to δ = 0: since ω_b is not small beside σ, the full ratio drifts across the band, from 1.87 at δ = −1500 cm⁻¹ to 2.58 at δ = +1500 cm⁻¹. Off resonance it is 1.82. To see why, put F ≈ −1/δ in the difference formula:

A₁ ≈ √S[−1/δ + 1/(δ − ω)] = σ_j/[δ(δ − ω_j)].

The ratio becomes 2.25×(6400/7000)² = 1.88. Most of the departure thus comes from ω_j not being negligible beside |δ|; the rest comes from the width and asymmetry of the band, omitted from F (a Gaussian band of width σ alone gives 1.78). Damping hardly changes the ratio at this detuning.

Going from δ = −6000 cm⁻¹ to resonance multiplies the fundamental of b by 147 and its first overtone by 1080. The limiting laws, with δ/σ = −3.92, give 237 and 1430. They overestimate both gains, and the shortfall arises at resonance. There the full |A₁| of b is 4.34×10⁻⁴ per cm⁻¹, about 20% below σ_b/σ² = 5.44×10⁻⁴; this is about the size of the first-order effect of damping, which lowers the integral of t by the fraction √(π/2)Γ/σ = 0.25. At δ = −6000 cm⁻¹ the full |A₁| is 3.58×10⁻⁵, near σ_b/δ² = 3.54×10⁻⁵ (a cancellation at this detuning: the band width alone would raise it to about 4.7×10⁻⁵, and the finite ω_b alone would lower it to σ_b/[δ(δ − ω_b)] = 3.0×10⁻⁵), while the overtone ratio 0.065 lies below 2σ_b²/δ² = 0.090, which works the other way and raises the overtone's gain. The greater gain of the overtone remains.

At resonance the limiting overtone ratio for b is (π/4)(1272.8/1529.7)² = 0.544. Keeping Γ in the short-time integral lowers it to 0.476, close to the full 0.479, so damping accounts for most of the reduction. In photon rate, the factor ω_s³ changes 0.479 to 0.479×0.910 = 0.436.

Now add an undisplaced mode whose frequency falls from 800 to 720 cm⁻¹. Its fundamental is absent by parity. Its coupling is κ = −53.7 cm⁻¹, and its first overtone at resonance has 0.0017 of the intensity of b's fundamental.

**Where the explanation stops**

If the excited potential is not harmonic, the far-detuned fundamental still measures a slope. Expanding 1/(H_e − ε₀ − ω_L) in 1/δ, with δ now measured from the mean energy ⟨0|H_e|0⟩ − ε₀, leaves −⟨1|V_e|0⟩/δ² as the leading term. The ground-state density is φ₀² = e^{−q²}/√π, and φ₁ = √2 qφ₀. Since 2qφ₀² = −d(φ₀²)/dq, integration by parts gives

⟨1|V_e|0⟩ = √2 ∫ qV_eφ₀² dq = (1/√2) ∫ V_e′φ₀² dq.

The relevant slope is thus an average over the ground packet. For V_e = 4000e^{−0.3q} cm⁻¹, the average is −1227 cm⁻¹ per unit q, against −1200 at q = 0.

The selection of totally symmetric modes depends on the Condon approximation and on a nondegenerate state. A dipole that varies with a nuclear coordinate (Herzberg–Teller coupling) can create a line without a slope, and a degenerate state can have slopes along less symmetric coordinates (the Jahn–Teller effect). Far from resonance, other electronic states and the antiresonant term may also matter. Within the absorption band the short-time formula fails when the packet returns before it decays, and even without a return it is only approximate when ω_j is not small beside σ, as the drift of the ratio from 1.87 to 2.58 showed; it also loses accuracy at moderate detuning, as the ratio 1.82 against 2.25 showed; for displaced harmonic modes of unchanged frequency, the full overlap still applies.

Numerical values quoted here were computed with a short program.
